# Small-signal network and negative resistance of a first-order volatile memristive device, part 2

A volatile memristive device with one internal state $x$ obeys $i=h(x,v)$, $dx/dt=f(x,v)$. The current $i$ enters the terminal at which the voltage $v$ is positive. At a steady bias point with current $I$ and voltage $V$, let $g=\partial h/\partial v>0$, $b=\partial h/\partial x$, $c=\partial f/\partial v$ and $a=\partial f/\partial x$. Small deviations, marked $\delta$, obey

$$\delta i=b\,\delta x+g\,\delta v,\qquad \frac{d\,\delta x}{dt}=a\,\delta x+c\,\delta v. \tag{7}$$

For motion as $e^{st}$ this gives

$$\delta x=\frac{c}{s-a}\,\delta v. \tag{8}$$

With

$$a_i=a-\frac{bc}{g}, \tag{2}$$

the growth rate of the state is $a$ at fixed voltage and $a_i$ at fixed current. The device acts as $R_p$ in parallel with $R_s$ and $L$ in series. Its admittance is

$$Y(s)=\frac{1}{R_p}+\frac{1}{R_s+sL},\qquad R_p=\frac1g,\quad L=\frac{1}{bc},\quad R_s=-\frac{a}{bc}, \tag{1}$$

and its static slope resistance is

$$R_{dc}=\frac{dV}{dI}=R_p\,\frac{a}{a_i}. \tag{3}$$

Negative differential resistance (NDR), $R_{dc}<0$, is S-type for $a>0>a_i$ and N-type for $a<0<a_i$. The real part of the impedance $Z=1/Y$ at $s=i\omega$, where $i$ is the imaginary unit, is then negative below

$$\omega_0=\sqrt{-a\,a_i}. \tag{28}$$

For $a_i<0$ the device is also $R_{dc}$ in series with the parallel pair

$$R'=R_p-R_{dc},\qquad L'=\frac{R'}{|a_i|}. \tag{24}$$

For $a<0$ and $bc<0$ it is also the conductance $1/R_{dc}$ in parallel with a series pair $R_c$, $C$, where

$$R_c=\frac{a}{bc},\qquad C=-\frac{bc}{a^2}, \tag{26}$$

both positive. If a constant voltage source feeds the device through a resistor $R$, the growth rate is

$$a_R=a-\frac{Rg(a-a_i)}{1+Rg}=\frac{a+Rg\,a_i}{1+Rg}. \tag{30}$$

Hence

$$\text{S-type stable:}\quad R>|R_{dc}|. \tag{31}$$

$$\text{N-type stable:}\quad R<|R_{dc}|. \tag{32}$$

The problem now is how a capacitance across the device changes this stability, and what the results give for a device heated by its own current.

### Capacitance across the device

A real device has contacts and leads, and these place a capacitance $C_p$ across it. With the load $R$ and a constant source, current balance at the device terminal gives

$$C_p\frac{d\,\delta v}{dt}=-\frac{\delta v}{R}-\delta i=-G_t\,\delta v-b\,\delta x,\qquad G_t=g+\frac1R. \tag{33}$$

For motion as $e^{st}$ this reads $(C_ps+G_t)\,\delta v=-b\,\delta x$. Multiply by $s-a$ and use $(s-a)\,\delta x=c\,\delta v$ from (8). A nonzero solution requires

$$(C_ps+G_t)(s-a)+bc=0, \tag{34}$$

or, multiplied out,

$$C_ps^2+(G_t-aC_p)\,s+(bc-aG_t)=0. \tag{35}$$

Both roots have negative real parts when their sum is negative and their product positive. For $C_p>0$ this means that the second and third coefficients are positive. The third one is

$$bc-aG_t=g(a-a_i)-ag-\frac aR=-g\,a_i-\frac aR. \tag{36}$$

At an S-type point it is positive when $g|a_i|>a/R$, which is again (31). The second coefficient adds a new condition, $C_p<G_t/a$. With (31) satisfied, the limit of stability is therefore

$$C_{crit}=\frac{G_t}{a},\qquad \omega_{crit}=\sqrt{\frac{bc-aG_t}{C_{crit}}}. \tag{37}$$

At this limit the middle term of (35) vanishes and the roots are $\pm i\omega_{crit}$. Near it the real part of the pair is $(aC_p-G_t)/(2C_p)=a/2-G_t/(2C_p)$, which increases with $C_p$, so a capacitance slightly above $C_{crit}$ gives a growing oscillation. For much larger $C_p$ both roots are real and positive, and the disturbance at first grows without oscillating. The physical reason is that a large capacitor holds the voltage nearly constant on the time scale of the state, and an S-type point is unstable at constant voltage. The linear equations do not tell what amplitude the oscillation reaches.

### Joule heating as the internal state

Let the state be the temperature $T$ of the conducting region, with

$$i=G(T)\,v,\qquad C_{th}\frac{dT}{dt}=G(T)\,v^2-\Gamma(T-T_0). \tag{38}$$

Here $C_{th}$ is the heat capacity, $\Gamma$ the thermal conductance to surroundings at $T_0$, and both are taken as constant. With $G'=dG/dT$ at the bias point, the four derivatives are

$$g=G,\quad b=G'V,\quad c=\frac{2GV}{C_{th}},\quad a=\frac{G'V^2-\Gamma}{C_{th}}. \tag{39}$$

The product is $bc=2GG'V^2/C_{th}$, so $bc/g=2G'V^2/C_{th}$ and

$$a_i=a-\frac{2G'V^2}{C_{th}}=-\frac{G'V^2+\Gamma}{C_{th}}. \tag{40}$$

At fixed voltage the heating $GV^2$ grows with $G$. At fixed current it is $I^2/G$ and falls with $G$. This is why $G'V^2$ enters the two rates with opposite signs. The inductance $L=1/(bc)=C_{th}/(2GG'V^2)$ is positive if heating raises the conductance and negative if heating lowers it.

The product of the rates is

$$a\,a_i=-\frac{(G'V^2)^2-\Gamma^2}{C_{th}^2}, \tag{41}$$

so NDR requires $|G'|V^2>\Gamma$. In the steady state $GV^2=\Gamma(T-T_0)$, hence $G'V^2=(G'/G)\,\Gamma(T-T_0)$, and the condition becomes

$$\left|\frac{G'}{G}\right|(T-T_0)>1. \tag{42}$$

For $G'>0$ equation (40) gives $a_i<0$, and the NDR is S-type. For $G'<0$ equation (39) gives $a<0$, and it is N-type. The heat capacity sets the rates and the reactive elements but cancels from $R_{dc}$.

### Activated conductance

Take $G=G_0\exp[(E/k)(1/T_0-1/T)]$, with activation energy $E$ and Boltzmann constant $k$. Then $G'/G=E/(kT^2)$, and (42) reads $E(T-T_0)>kT^2$. Dividing by $k$ and collecting terms,

$$T^2-\frac Ek\,T+\frac Ek\,T_0<0. \tag{43}$$

This holds between the two roots

$$T_\pm=\frac{E}{2k}\left[1\pm\sqrt{1-\frac{4kT_0}{E}}\,\right], \tag{44}$$

which are real and distinct if

$$E>4kT_0. \tag{45}$$

For a smaller energy the conductance does not rise steeply enough at any temperature, and the static curve has no negative slope. The upper root exists because at high temperature the relative steepness $E/(kT^2)$ falls faster than $T-T_0$ grows.

### A threshold switch in numbers

The following model has round parameters and represents no particular material: $T_0=300$ K, $E=0.25$ eV, $G_0=10$ µS, $\Gamma=1$ µW/K and $C_{th}=10$ fJ/K. The least energy for NDR from (45) is 0.103 eV, so a window exists. With $E/k=2901$ K, its lower edge is

$$T_-=\frac{2901\ \text{K}}{2}\left[1-\sqrt{1-\frac{4\times300}{2901}}\,\right]=339.8\ \text{K}. \tag{46}$$

There the voltage has a local maximum, 1.132 V, at a current of 35.15 µA. The upper edge lies at 2561 K. It belongs to the formula for $G$ and predicts nothing about a real device.

Now fix the current at 60 µA. The heat balance $I^2/G=\Gamma(T-T_0)$ gives $T=364.72$ K. At this temperature $G=55.62$ µS and $V=60/55.62$ V $=1.079$ V. The voltage is lower than at the onset although the current is higher. The feedback term is

$$G'V^2=\frac{2901\ \text{K}}{(364.72\ \text{K})^2}\times64.72\ \text{K}\times1\ \frac{\text{µW}}{\text{K}}=1.4115\ \frac{\text{µW}}{\text{K}}. \tag{47}$$

It exceeds $\Gamma$, as NDR requires. From (39) and (40),

$$a=\frac{(1.4115-1)\ \text{µW/K}}{10\ \text{fJ/K}}=41.15\ \text{µs}^{-1},\qquad a_i=-\frac{(1.4115+1)\ \text{µW/K}}{10\ \text{fJ/K}}=-241.15\ \text{µs}^{-1}. \tag{48}$$

The signs are those of the S-type. With $bc=g(a-a_i)=1.570\times10^4$ S/s, the elements are

$$R_p=17.98\ \text{k}\Omega,\qquad L=\frac{1}{bc}=63.7\ \text{µH},\qquad R_s=-aL=-2.62\ \text{k}\Omega. \tag{49}$$

The static slope is

$$R_{dc}=17.98\ \text{k}\Omega\times\frac{41.15}{-241.15}=-3.07\ \text{k}\Omega. \tag{50}$$

The slope taken by finite differences from the static curve agrees. The second form (24) has $R'=17.98+3.07=21.05$ k$\Omega$ and $L'=87.3$ µH. The two inductances describe the same device, each in its own circuit.

The real part of the impedance changes sign at $\omega_0/2\pi=15.855$ MHz. For a test of the network, the nonlinear heat equation was integrated with a small sinusoidal current added to the bias, and the component of the voltage at the drive frequency was extracted. At 5.285 MHz this gives $Z=(-2.676+2.844\,i)$ k$\Omega$, at 15.855 MHz $Z=7.427\,i$ k$\Omega$, and at 47.564 MHz $Z=(9.678+10.285\,i)$ k$\Omega$. The network gives the same values to the digits shown.

At larger amplitude the linear network is in error. At 15.855 MHz the deviation, relative to the modulus of the network impedance, is 0.11 % for a current amplitude of 5 % of the bias and 0.45 % for 10 %. It grows about fourfold when the amplitude doubles. The reason is that a term of order $n$ in the amplitude contains products of $n$ factors $e^{\pm i\omega t}$, and such a product can oscillate at $\omega$ only if $n$ is odd. The first correction at the drive frequency is thus cubic, and relative to the linear response it is quadratic.

### The same device in a circuit

According to (31) a series resistor must exceed 3.07 k$\Omega$. At fixed bias point, a resistor of $0.9\,|R_{dc}|$ gives the growth rate $+3.57$ µs$^{-1}$, and one of $1.1\,|R_{dc}|$ gives $-3.46$ µs$^{-1}$. These rates were obtained by differentiating the nonlinear equation of the loaded device, and they agree with (30).

With $R=10$ k$\Omega$ the source voltage is 1.679 V, and the total conductance is $G_t=(55.62+100)$ µS. The critical capacitance from (37) is

$$C_{crit}=\frac{155.62\ \text{µS}}{41.15\ \text{µs}^{-1}}=3.78\ \text{pF}, \tag{51}$$

and the frequency at the limit is 7.89 MHz. The eigenvalues of the two coupled circuit equations, computed from numerical derivatives, confirm this: all real parts are negative at $0.8\,C_{crit}$, and a complex pair with positive real part appears at $1.2\,C_{crit}$. A resistor that stabilizes the bias point by itself may therefore fail to do so once a few picofarads lie across this device. With an ideal current source $G_t=g$, and the limit falls to $g/a=1.35$ pF.

### A device with N-type resistance

Let the conductance fall on heating, $G=G_0\exp[-(T-T_0)/T_f]$ with $T_f=40$ K, and keep the other parameters. Now $G'/G=-1/T_f$, and by (42) NDR requires a temperature rise above 40 K. At a rise of 60 K, $G'V^2=-(60/40)\,\Gamma=-1.5\,\Gamma$, so

$$a=\frac{-1.5-1}{10\ \text{ns}}=-250\ \text{µs}^{-1},\qquad a_i=-\frac{-1.5+1}{10\ \text{ns}}=+50\ \text{µs}^{-1}, \tag{52}$$

where 10 ns is $C_{th}/\Gamma$. The bias is 5.19 V and 11.6 µA, and $g=2.231$ µS. The static conductance is

$$\frac{1}{R_{dc}}=g\,\frac{a_i}{a}=2.231\ \text{µS}\times\frac{50}{-250}=-0.446\ \text{µS}, \tag{53}$$

or $R_{dc}=-2241$ k$\Omega$. The positive reactive branch (26) consists of 10.7 fF in series with 373 k$\Omega$. A voltage-driven integration of the nonlinear equation reproduces this RC network, with the sign change of the real part at 17.79 MHz.

The load condition is reversed, as (32) states. A resistor of $0.9\,|R_{dc}|$ gives the rate $-4.55$ µs$^{-1}$ and is stable; one of $1.1\,|R_{dc}|$ gives $+3.85$ µs$^{-1}$ and is not.

### Where the description ends

The network has one reactive element because the device has one state. If a second internal quantity changes on a similar time scale, (7) needs another equation, and one inductive branch is in general not enough. In the heated device, a single $T$ also presumes that the temperature of the conducting region can be represented by one number. Where it cannot, the stability rules change. Split the device into two equal halves in parallel, each with half of $G$, $\Gamma$ and $C_{th}$ and joined by a thermal conductance $\kappa$. A disturbance with $\delta T_1=-\delta T_2$ leaves the total conductance, and hence the voltage, unchanged to first order, so even at fixed current it evolves at the rate $a-4\kappa/C_{th}$. At the S-type point above this is positive for $\kappa<0.10$ µW/K, and the current gathers in one half. For two halves in series at fixed voltage the corresponding rate is $a_i-4\kappa/C_{th}$, and at an N-type point with weak coupling the voltage gathers in one half. Stability of an S-type point at fixed current, or of an N-type point at fixed voltage, therefore holds only while the device stays uniform.

At high frequency, $R_p$ remains the limit as long as the current follows the voltage without delay at fixed state. Capacitance across the terminals is not part of $h$ and has to be added in parallel, as was done in (33).

Close to an edge of the NDR region one of the rates is small. Under the drive to which this rate belongs, the linear term is then weak, and the neglected quadratic terms matter at smaller amplitudes than elsewhere. At $a=0$ or $a_i=0$ the linear equations no longer decide stability under the corresponding drive. The computed values behind both examples are listed in the numerical output.

## Table of computed values

```
Ambient temperature: 300 K
Activation energy: 0.25 eV
Activation energy / k: 2901.1 K
Conductance at ambient: 10.0 uS
Thermal conductance: 1.0 uW/K
Heat capacity: 10.0 fJ/K
Bias current: 60.0 uA
Bias temperature: 364.720 K
Bias voltage: 1.0787 V
Frozen-state conductance g: 55.624 uS
G' v^2 at bias: 1.4115 uW/K
Fixed-voltage rate a: 41.152 1/us
Fixed-current rate ai: -241.152 1/us
Product b c: 15702.9 S/s
Parallel resistor Rp: 17.9778 kOhm
Branch inductance L: 63.682 uH
Branch resistance Rs: -2.6207 kOhm
Static slope Rdc, formula: -3.0679 kOhm
Static slope Rdc, static curve: -3.0679 kOhm
Second form, R': 21.0457 kOhm
Second form, L': 87.271 uH
Zero-real-part frequency f0: 15.855 MHz
Z at 5.285 MHz, simulated: -2.6762 +2.8440j kOhm
Z at 5.285 MHz, network: -2.6762 +2.8440j kOhm
Z at 15.855 MHz, simulated: 0.0000 +7.4265j kOhm
Z at 15.855 MHz, network: 0.0000 +7.4265j kOhm
Z at 47.564 MHz, simulated: 9.6785 +10.2852j kOhm
Z at 47.564 MHz, network: 9.6785 +10.2852j kOhm
Network error at f0, 5 % current swing: 0.112 %
Network error at f0, 10 % current swing: 0.450 %
Least activation energy for NDR: 0.1034 eV
NDR onset temperature: 339.80 K
NDR upper temperature (model only): 2561 K
Onset voltage: 1.1324 V
Onset current: 35.15 uA
N device: temperature scale 40 K, rise 60 K
N device: bias voltage 5.1856 V, current 11.571 uA
N device: a -250.00 1/us, ai 50.00 1/us
N device: g 2.2313 uS, 1/Rdc -0.4463 uS
N device: Rdc -2240.8 kOhm
N device: branch C 10.710 fF, R 373.47 kOhm
N device: zero-real-part frequency 17.794 MHz
S device, load 0.9 |Rdc|: rate 3.567 1/us
S device, load 1.1 |Rdc|: rate -3.465 1/us
N device, load 0.9 |Rdc|: rate -4.545 1/us
N device, load 1.1 |Rdc|: rate 3.846 1/us
Load resistor with capacitor: 10.0 kOhm
Source voltage: 1.6787 V
Critical parallel capacitance: 3.7817 pF
Frequency at the stability limit: 7.892 MHz
```
